\section*{Effective sample size of five reweighted configurations}

\section*{The situation}

The polarization of a ferroelectric hafnia crystal is to be computed at $T=300\ \mathrm{K}$ in a periodic cell of 96 atoms. Configurations are drawn with a fast interatomic potential $U_s$, but the average is wanted for a more accurate potential $U_t$. Five configurations are therefore evaluated again with $U_t$ and given the weights
\[
w_1=w_2=w_3=w_4=1,\qquad w_5=4 .
\]
The polarization component of configuration $i$ is $A_i$, and its standard deviation between configurations is taken as $\sigma=3.0\ \mu\mathrm{C/cm^2}$. The thermal energy is $kT=25.852\ \mathrm{meV}$. All energies are for the whole cell unless stated per atom.

\section*{Part (a): where the weights come from}

\textbf{Question.} Derive the weights from the two potentials, show that a common factor in them has no effect, and find the energy difference that makes one weight four times another.

\textbf{Answer.} The target average is a Boltzmann average with $U_t$. Writing $e^{-U_t/kT}=e^{-U_s/kT}\,e^{-(U_t-U_s)/kT}$ in numerator and denominator gives
\begin{equation}
\langle A\rangle_t=\frac{\int A\,e^{-U_t/kT}\,dx}{\int e^{-U_t/kT}\,dx}
=\frac{\int A\,w\,e^{-U_s/kT}\,dx}{\int w\,e^{-U_s/kT}\,dx},
\qquad w=e^{-(U_t-U_s)/kT},
\end{equation}
where $x$ stands for all atomic coordinates. Dividing both integrals by $\int e^{-U_s/kT}dx$ turns them into averages over the sampling distribution, $\langle A\rangle_t=\langle Aw\rangle_s/\langle w\rangle_s$. With $n$ sampled configurations these are estimated by sums, and the factors $1/n$ cancel:
\begin{equation}
\bar A=\frac{\sum_i w_iA_i}{\sum_i w_i}=\sum_i p_iA_i,\qquad p_i=\frac{w_i}{\sum_j w_j},\qquad \sum_i p_i=1 .
\end{equation}
Multiplying every $w_i$ by the same constant leaves each share $p_i$ unchanged. A constant offset between the potentials therefore drops out, and the smallest weight may be set to 1.

Let $D_i=U_t-U_s$ for configuration $i$. Then $w_5/w_1=e^{(D_1-D_5)/kT}=4$, so that
\begin{equation}
D_1-D_5=kT\ln 4=35.84\ \mathrm{meV}.
\end{equation}
The heavy configuration is the one whose energy the accurate potential lowers relative to the others. Divided by 96 atoms, the difference is only $0.373\ \mathrm{meV}$ per atom. The exponential contains the energy of the whole cell, so a disagreement that looks small per atom can still produce very unequal weights.

\section*{Part (b): the effective sample size}

\textbf{Question.} Define the effective sample size through the variance of the weighted mean, derive Kish's formula, and evaluate it for the five weights. State the assumptions.

\textbf{Answer.} Assume that the weights are held fixed, and that the values $A_i$ are uncorrelated, have a common mean $\mu$ and variance $\sigma^2$, and are unrelated to the weights. Write $A_i=\mu+\delta_i$, where $\delta_i$ has mean zero. Because the shares add up to one, $\bar A-\mu=\sum_ip_i\delta_i$, and
\begin{equation}
\mathrm{Var}(\bar A)=\sum_i\sum_j p_ip_j\langle\delta_i\delta_j\rangle
=\sigma^2\sum_i p_i^2 ,
\end{equation}
since $\langle\delta_i\delta_j\rangle$ is $\sigma^2$ for $i=j$ and zero otherwise.

The plain mean of $N$ uncorrelated, equally weighted values has $p_i=1/N$ and hence variance $N\,(\sigma/N)^2=\sigma^2/N$. The effective sample size is the number that puts the weighted mean into the same form, $\mathrm{Var}(\bar A)=\sigma^2/n_{\rm eff}$:
\begin{equation}
n_{\rm eff}=\frac{1}{\sum_ip_i^2}=\frac{\left(\sum_iw_i\right)^2}{\sum_iw_i^2}.
\label{kish}
\end{equation}
For the given weights,
\begin{equation}
\sum_i w_i=4\times1+4=8,\qquad \sum_i w_i^2=4\times1^2+4^2=20,\qquad
n_{\rm eff}=\frac{8^2}{20}=3.2 .
\end{equation}
No set of 3.2 configurations exists. The number says that the weighted mean of these five is as uncertain as the formula $\sigma^2/N$ gives for $N=3.2$.

\section*{Part (c): why the number is so low}

\textbf{Question.} Five configurations were computed and their weights add up to 8. Explain why the effective size is nevertheless only 3.2. What would it become if the half of the weight not carried by the heavy configuration were spread over many more configurations?

\textbf{Answer.} The shares are $1/8$ for each light configuration and $1/2$ for the heavy one. In the variance they enter squared:
\begin{equation}
\sum_ip_i^2=4\left(\tfrac18\right)^2+\left(\tfrac12\right)^2=0.0625+0.25=0.3125 .
\end{equation}
The heavy configuration has half of the weight but supplies $0.25/0.3125=80\%$ of the variance. The mean depends largely on the accidental deviation of one configuration, and the other four have too little weight to average it away.

The sum 8 would be the sample size if weight 4 stood for four independent configurations. It stands for one configuration counted four times:
\begin{equation}
\bar A-\mu=\frac{\delta_1+\delta_2+\delta_3+\delta_4+4\delta_5}{8},\qquad
\mathrm{Var}(\bar A)=\frac{4+16}{64}\,\sigma^2=\frac{\sigma^2}{3.2}.
\end{equation}
Four independent deviations in place of $4\delta_5$ would contribute $4\sigma^2$ to the numerator instead of $16\sigma^2$, because they partly cancel. The variance would then be $8\sigma^2/64=\sigma^2/8$. Copies of one deviation cannot cancel.

The loss relative to five follows from the scatter of the weights. Let $\bar w$ be their mean, $s^2=\frac1n\sum_i(w_i-\bar w)^2$ their variance, and $c=s/\bar w$. Expanding the square gives $\sum_iw_i^2=n(\bar w^2+s^2)$, while $(\sum_iw_i)^2=n^2\bar w^2$. Hence
\begin{equation}
n_{\rm eff}=\frac{n^2\bar w^2}{n(\bar w^2+s^2)}=\frac{n}{1+c^2}.
\label{scatter}
\end{equation}
Here $\bar w=8/5=1.6$ and $s^2=20/5-1.6^2=1.44$, so $c^2=1.44/2.56=0.5625$ and $n_{\rm eff}=5/1.5625=3.2$ again. Equation (\ref{scatter}) also shows that $n_{\rm eff}\le n$, with equality for equal weights.

For the last question, let $m$ light configurations of weight 1 share one half of the total and let one configuration of weight $m$ carry the other half. Then
\begin{equation}
n_{\rm eff}=\frac{(m+m)^2}{m\times1^2+m^2}=\frac{4m^2}{m(m+1)}=\frac{4m}{m+1}.
\end{equation}
This gives 2 for $m=1$, 3.2 for $m=4$, 3.81 for $m=20$ and 3.996 for $m=1000$. It approaches 4 but does not reach it. The reason is general: a sum of squares is at least as large as its largest term, so $n_{\rm eff}\le1/p_{\max}^2$, which is 4 when one configuration holds half of the weight. Starting from the present set, further light configurations at an unchanged heavy share can raise $n_{\rm eff}$ only from 3.2 towards 4, which shrinks the error bar by at most 11\%; a larger gain requires a smaller share for the heavy configuration.

\section*{Part (d): the error bar}

\textbf{Question.} Find the standard error of the mean polarization, and compare it with that of five equally weighted configurations at the same $\sigma$.

\textbf{Answer.} The two standard errors are
\begin{equation}
\frac{\sigma}{\sqrt{3.2}}=1.68\ \mu\mathrm{C/cm^2},\qquad
\frac{\sigma}{\sqrt5}=1.34\ \mu\mathrm{C/cm^2}.
\end{equation}
Their ratio is $\sqrt{5/3.2}=\sqrt{1+c^2}=1.25$. The unequal weights remove 36\% of the sample size and enlarge the error bar by 25\%, both relative to five equal weights.

\section*{Part (e): when 3.2 is not the right number}

\textbf{Question.} Estimate how the result changes with (i) temperature, (ii) an energy error in the heavy configuration, (iii) correlation between successive configurations, and (iv) a relation between weight and polarization. Compare the model with real hafnia.

\textbf{Answer.} (i) Keep the energy difference of 35.84 meV fixed and raise the temperature to 400 K. The exponent shrinks by the factor $300/400$, so the heavy weight becomes $4^{3/4}=2.83$ and $n_{\rm eff}=3.89$. At a higher temperature a fixed energy difference matters less. In a new simulation at 400 K, however, the atoms move further from their mean positions, and the energy differences between configurations usually grow too. If both potentials are harmonic about the same minimum and differ only in stiffness, classical sampling makes the differences grow in proportion to $T$, and the distribution of the weights does not change at all. If instead the minima are displaced at equal stiffness, the differences grow only as $\sqrt T$ and the weights become more even; a difference that is quartic in the displacements grows faster than $T$ and makes them more uneven.

(ii) Suppose that the energy difference is wrong by $0.1\ \mathrm{meV}$ per atom, which is $9.6\ \mathrm{meV}$ for the cell. The heavy weight is then $4e^{\pm9.6/25.852}$, that is 5.80 or 2.76, and $n_{\rm eff}$ is 2.55 or 3.93. The value 3.2 is thus exact for the stated weights, but with such an energy error even its first digit is uncertain.

(iii) Let values $|i-j|$ places apart have correlation $\rho^{|i-j|}$ with $\rho=0.3$, the heavy configuration being last. The cross terms in the variance now survive. Among the light configurations there are three pairs at distance 1, two at distance 2 and one at distance 3; the heavy one forms a pair at each distance from 1 to 4. Each pair occurs twice in the double sum:
\begin{align}
\frac{\mathrm{Var}(\bar A)}{\sigma^2}
&=0.3125+\frac{2}{64}\left(3\rho+2\rho^2+\rho^3\right)
+\frac{2}{16}\left(\rho+\rho^2+\rho^3+\rho^4\right)\nonumber\\
&=0.3125+0.0346+0.0531=0.400 .
\end{align}
The effective size falls to $1/0.400=2.5$. Kish's formula sees only the weights and cannot detect this loss.

(iv) If the values were truly unrelated to the weights, reweighting would not change the expected mean and would be unnecessary. Consider instead a model in which each draw is heavy (weight 4) with probability 0.2 and light (weight 1) otherwise. Let the mean polarization of heavy configurations be higher by $\Delta=3.0\ \mu\mathrm{C/cm^2}$, with the spread $\sigma$ inside each class. The heavy share of the target distribution is
\begin{equation}
\frac{4\times0.2}{4\times0.2+1\times0.8}=\frac12 ,
\end{equation}
so the true mean lies $\Delta/2=1.5\ \mu\mathrm{C/cm^2}$ above the light mean.

If $k$ of the five draws are heavy, the total weight is $(5-k)+4k=5+3k$, the sum of squares is $(5-k)+16k=5+15k$, and the heavy share of the sample is $h_k=4k/(5+3k)$. The mean square error at given $k$ is the squared offset plus the variance:
\begin{equation}
E_k=\Delta^2\left(h_k-\tfrac12\right)^2+\sigma^2\,\frac{5+15k}{(5+3k)^2}.
\end{equation}
For $k=1$, the set of this question, $h_1=1/2$: the offset vanishes and $E_1=\sigma^2/3.2$. Over repeated samples, however, $k$ varies with the binomial probabilities $\binom5k0.2^k0.8^{5-k}$. Averaging $E_k$ over them and taking the root gives a total error of $1.82\ \mu\mathrm{C/cm^2}$. The ratio of $\sigma^2$ to the mean square error is 2.7, but this is not an effective size in the sense of part (b), because $\sigma$ now leaves out the difference between the classes. A single draw from the target distribution has the variance $\sigma^2+\Delta^2/4=11.25\ (\mu\mathrm{C/cm^2})^2$, so the error equals that of $11.25/1.82^2=3.4$ independent draws from the target.

The average also contains a bias of $-0.29\ \mu\mathrm{C/cm^2}$. Its sign follows from the shape of $h_k$: the slope $dh/dk=20/(5+3k)^2$ decreases with $k$, so an excess of heavy draws raises the share by less than a shortage lowers it. Since $k$ has mean 1 and $h_1=1/2$, the average share lies below one half.

The most dangerous case is $k=0$, which has probability $0.8^5=0.33$. All weights are then equal and Kish's formula reports $n_{\rm eff}=5$, although half of the target distribution is absent from the sample. A low effective size is a warning, but a high one does not prove that the important configurations have been found.

\textbf{Comparison with real hafnia.} The polar orthorhombic phase has 12 atoms in its unit cell, so 96 atoms are eight unit cells. Remanent polarizations of films are roughly $10$ to $30\ \mu\mathrm{C/cm^2}$. The spread of $3\ \mu\mathrm{C/cm^2}$ is a chosen round value; it scales the error bars but does not enter $n_{\rm eff}$. The error of a machine-learned potential can be of the order of $1\ \mathrm{meV}$ per atom. The part common to all configurations cancels, but a variation of $0.373\ \mathrm{meV}$ per atom already produces the weight 4. A device may also be warmer than 300 K. The value 3.9 found for 400 K assumes an unchanged energy difference; for a real crystal the configurations must be sampled at the new temperature and their weights computed again. Real films contain grains, domains, defects and electrodes, which a small perfect cell leaves out. The error bar of part (d) is therefore at most a sampling error of the model crystal, valid under the assumptions of part (b), and not an estimate of the variation between capacitors. When the polarization is related to the weights, the true sampling error can be larger or smaller than Kish's number suggests. The input values and main results of the model are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
weights (no unit): [1. 1. 1. 1. 4.]
sum of weights: 8
sum of squared weights: 20
normalized shares: [0.125 0.125 0.125 0.125 0.5  ]
sum of squared shares: 0.3125
Kish effective sample size: 3.2000
effective size / actual size: 0.6400
heavy configuration, share of variance: 0.8000
mean weight: 1.6000
population variance of weights: 1.4400
relative variance c^2: 0.5625
size for 8 independent equal configurations: 8.0000
size for 4 independent plus 4 copies of one: 3.2000
ceiling 1/p_max^2: 4.0000
half weight on one, half on 1 others: n_eff = 2.0000
half weight on one, half on 4 others: n_eff = 3.2000
half weight on one, half on 20 others: n_eff = 3.8095
half weight on one, half on 1000 others: n_eff = 3.9960
temperature: 300 K
thermal energy kT: 25.852 meV
atoms in cell: 96
energy gap for weight ratio 4: 35.84 meV per cell
same gap per atom: 0.373 meV
polarization spread sigma: 3.0 uC/cm2
standard error, given weights: 1.677 uC/cm2
standard error, five equal weights: 1.342 uC/cm2
ratio of standard errors: 1.2500
harmonic test, sampling stiffness: 2.0 eV/angstrom^2
harmonic test, target stiffness: 3.0 eV/angstrom^2
harmonic test, reweighted variance: 0.008617 angstrom^2
harmonic test, expected variance: 0.008617 angstrom^2
higher temperature: 400 K
heavy weight there, same gap: 2.828
n_eff there: 3.886
assumed energy error: 0.1 meV per atom
energy error of cell: 9.6 meV
gap larger by error: weight 5.799, n_eff 2.552
gap smaller by error: weight 2.759, n_eff 3.934
assumed neighbour correlation: 0.3
effective size with serial correlation: 2.499
two-class model, heavy probability per draw: 0.2
two-class model, heavy share in target: 0.50
two-class model, shift of heavy mean: 3.0 uC/cm2
two-class model, true mean above light mean: 1.50 uC/cm2
two-class model, bias of estimate: -0.288 uC/cm2
two-class model, total rms error: 1.819 uC/cm2
two-class model, sigma^2/mean square error: 2.720
chance of no heavy configuration in five: 0.3277
n_eff reported in that case: 5.0
\end{verbatim}
